# Effective Heat of Formation: Ranking First Phases and Locating Their Switches: a program that tests the result

```python
"""Effective heat of formation: ranking of first phases and switch compositions.

Result under test: for a compound M_p S_q with S fraction c = q/(p+q) and
formation enthalpy h < 0 (kJ per mole of atoms), a reacting zone of S fraction x
releases h'(x) = h*min(x/c, (1-x)/(1-c)). With a = |h|/(1-c) and b = |h|/c,
a compound is ever the winner only if it wins at its own composition, and
neighbouring winners i, j (c_i < c_j) switch at x = a_i/(a_i + b_j).
All material parameters are round model values.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, linprog
from scipy.stats import norm


def effective_heat(x, c, h):
    """Derived scaling by the availability of the limiting element."""
    return h * np.minimum(x / c, (1 - x) / (1 - c))


def reaction_heat(x, p, q, h):
    """Heat from the number of formula units the atoms can supply."""
    units = np.minimum((1 - x) / p, x / q)
    return units * (p + q) * h


def mixture_minimum(x, p, q, h):
    """Lowest enthalpy of any mixture of the compounds and pure elements."""
    p, q, h = (np.atleast_1d(v).astype(float) for v in (p, q, h))
    result = linprog((p + q) * h, A_ub=np.array([p, q]),
                     b_ub=[1 - x, x], bounds=(0, None), method="highs")
    assert result.success
    return result.fun, result.x * (p + q)


def find_windows(c, h):
    """Indices of phases that win somewhere, and their switch compositions."""
    deepest = {}
    for k in range(len(c)):
        if c[k] not in deepest or h[k] < h[deepest[c[k]]]:
            deepest[c[k]] = k
    order = [deepest[value] for value in sorted(deepest)]
    a, b = -h / (1 - c), -h / c
    passes_right = set()
    best_b = 0.0
    for k in reversed(order):
        if b[k] > best_b:
            passes_right.add(k)
            best_b = b[k]
    winners = []
    best_a = 0.0
    for k in order:
        if a[k] > best_a:
            best_a = a[k]
            if k in passes_right:
                winners.append(k)
    switches = [a[i] / (a[i] + b[j]) for i, j in zip(winners, winners[1:])]
    return winners, np.array(switches)


def all_heats(x, p, q, h):
    """Reaction heats, one row per phase and one column per composition."""
    return reaction_heat(np.atleast_1d(x)[None, :], p[:, None],
                         q[:, None], h[:, None])


def searched_switches(p, q, h):
    """Find winner changes by a grid search followed by bisection."""
    grid = np.linspace(0.00137, 0.99871, 3001)
    winner = np.argmin(all_heats(grid, p, q, h), axis=0)
    found = []
    for k in np.flatnonzero(np.diff(winner)):
        low, high = grid[k], grid[k + 1]
        for _ in range(45):
            middle = 0.5 * (low + high)
            now = np.argmin(all_heats(middle, p, q, h)[:, 0])
            if now == winner[k]:
                low = middle
            else:
                high = middle
        found.append(0.5 * (low + high))
    return np.array(found)


# Model system
names = ["M3S", "M2S", "M3S2", "MS", "MS2"]
p = np.array([3.0, 2.0, 3.0, 1.0, 1.0])
q = np.array([1.0, 1.0, 2.0, 1.0, 2.0])
h = np.array([-33.0, -45.0, -43.0, -43.0, -30.0])
congruent = np.array([False, True, False, True, False])
c = q / (p + q)
x_int = 0.45
temperature = 600.0
heat_error = 2.0
to_ev = 1e3 / (const.N_A * const.e)

# The scaling equals the optimum allowed by the mass balance
for k in range(len(names)):
    for x in (0.08, 0.31, 0.45, 0.62, 0.91):
        optimum, _ = mixture_minimum(x, p[k], q[k], h[k])
        assert abs(optimum - effective_heat(x, c[k], h[k])) < 1e-7

# Switches of the example against a direct search
winners, switches = find_windows(c, h)
searched = searched_switches(p, q, h)
assert len(searched) == len(switches)
assert np.allclose(searched, switches, atol=1e-9)
pair = np.flatnonzero(congruent)
pair_winners, pair_switches = find_windows(c[pair], h[pair])
pair_searched = searched_switches(p[pair], q[pair], h[pair])
assert len(pair_searched) == len(pair_switches) == 1
assert np.allclose(pair_searched, pair_switches, atol=1e-9)

# Random systems: pruning, ordering, single crossing and hull membership
rng = np.random.default_rng(7)
hull_count = 0
for trial in range(150):
    rp = rng.integers(1, 6, 6).astype(float)
    rq = rng.integers(1, 6, 6).astype(float)
    rc = rq / (rp + rq)
    rh = -200 * rc * (1 - rc) * rng.uniform(0.6, 1.0, 6)
    rw, rs = find_windows(rc, rh)
    grid = np.unique(np.concatenate([np.linspace(0.001, 0.999, 1201), rc]))
    heats = all_heats(grid, rp, rq, rh)
    chosen = np.array(rw)[np.searchsorted(rs, grid)]
    picked = heats[chosen, np.arange(len(grid))]
    assert np.max(np.abs(picked - heats.min(axis=0))) < 1e-9
    for k in range(6):
        at_own = all_heats(rc[k], rp, rq, rh)[:, 0]
        assert (np.argmin(at_own) == k) == (k in rw)
        if k not in rw:
            others = np.delete(heats, k, axis=0).min(axis=0)
            assert np.all(others <= heats[k] + 1e-9)
    for i in range(6):
        for j in range(i):
            if rc[i] == rc[j]:
                continue
            gap = heats[i] - heats[j]
            signs = np.sign(gap[np.abs(gap) > 1e-10])
            changes = np.count_nonzero(np.diff(signs))
            own_i = all_heats(rc[i], rp, rq, rh)[:, 0]
            own_j = all_heats(rc[j], rp, rq, rh)[:, 0]
            both_win = own_i[i] < own_i[j] and own_j[j] < own_j[i]
            assert changes == int(both_win)
    if trial < 40:
        for k in range(6):
            rest = np.arange(6) != k
            rival, _ = mixture_minimum(rc[k], rp[rest], rq[rest], rh[rest])
            if rh[k] < rival - 1e-7:
                hull_count += 1
                assert k in rw
assert hull_count > 40

# Depth each phase needs in order to appear, and distance from the hull
needed, hull_gap = [], []
for k in range(len(names)):
    rest = np.arange(len(names)) != k
    needed.append(-effective_heat(c[k], c[rest], h[rest]).min())
    rival, _ = mixture_minimum(c[k], p[rest], q[rest], h[rest])
    hull_gap.append(h[k] - rival)
    grid = np.unique(np.append(np.linspace(0.001, 0.999, 2001), c[k]))
    for factor, appears in ((0.999, False), (1.001, True)):
        trial_h = h.copy()
        trial_h[k] = -factor * needed[k]
        best = np.argmin(all_heats(grid, p, q, trial_h), axis=0)
        assert np.any(best == k) == appears
unstable_winners = [names[k] for k in winners if hull_gap[k] > 1e-7]
assert len(unstable_winners) > 0

# Ranking at the chosen interface composition
heat_here = effective_heat(x_int, c, h)
ranking = np.argsort(heat_here)
pair_ranking = [k for k in ranking if congruent[k]]
first, second = pair_ranking[:2]
margin = heat_here[second] - heat_here[first]
wrong_heat = heat_here * (p + q)
wrong_first = pair[np.argmin(wrong_heat[pair])]
assert wrong_first != first

# Sensitivity of the congruent switch, checked with perturbed roots
left, right = pair[pair_winners[0]], pair[pair_winners[1]]
x_switch = pair_switches[0]


def pair_root(h_left, h_right):
    def difference(x):
        return (reaction_heat(x, p[left], q[left], h_left)
                - reaction_heat(x, p[right], q[right], h_right))
    return brentq(difference, c[left], c[right], xtol=1e-14)


step = 0.01
slope_left = x_switch * (1 - x_switch) / abs(h[left])
slope_right = -x_switch * (1 - x_switch) / abs(h[right])
numeric_left = (pair_root(h[left] - step, h[right])
                - pair_root(h[left] + step, h[right])) / (2 * step)
numeric_right = (pair_root(h[left], h[right] - step)
                 - pair_root(h[left], h[right] + step)) / (2 * step)
assert abs(numeric_left - slope_left) < 1e-7
assert abs(numeric_right - slope_right) < 1e-7
switch_error = heat_error * np.hypot(slope_left, slope_right)

# Probability that the predicted congruent phase keeps its rank
reacted = heat_here / h
margin_error = heat_error * np.hypot(reacted[first], reacted[second])
probability = norm.cdf(margin / margin_error)
samples = 200000
noisy = h[pair] + heat_error * rng.standard_normal((samples, len(pair)))
sampled_heat = reaction_heat(x_int, p[pair], q[pair], noisy)
sampled_probability = np.mean(pair[np.argmin(sampled_heat, axis=1)] == first)
assert abs(sampled_probability - probability) < 0.005

# Sizes of neglected effects, all per mole of atoms in the reacting zone
entropy_difference = 2.0       # J/(mol K), per mole of compound atoms
interface_difference = 0.5     # J/m2
molar_volume = 7.0e-6          # m3 per mole of atoms
zone_thickness = 2.0e-9        # m
biaxial_modulus = 200e9        # Pa
misfit = 0.01
barrier_difference = 0.10      # eV
entropy_term = reacted[first] * temperature * entropy_difference / 1e3
interface_term = interface_difference * molar_volume / zone_thickness / 1e3
strain_term = (reacted[first] * biaxial_modulus * misfit**2
               * molar_volume / 1e3)
critical_nm = interface_difference * molar_volume / (margin * 1e3) * 1e9
thermal_ev = const.k * temperature / const.e
rate_ratio = np.exp(barrier_difference / thermal_ev)
force_ratio = heat_here[first] / heat_here[second]
balancing_barrier = thermal_ev * np.log(force_ratio)
mixed_heat, shares = mixture_minimum(x_int, p, q, h)

print("Heats in kJ per mole of atoms; x, c = atomic fraction of S")
print("phase: c, h, a (per mol M), b (per mol S), congruent")
for k, name in enumerate(names):
    print(f"{name}: {c[k]:.4f}, {h[k]:.1f}, {-h[k]/(1-c[k]):.2f}, "
          f"{-h[k]/c[k]:.2f}, {'yes' if congruent[k] else 'no'}")
print(f"interface composition x = {x_int:.2f}")
print("ranking at x: h', reacted fraction, limiting element")
for k in ranking:
    print(f"{names[k]}: {heat_here[k]:.3f}, {reacted[k]:.4f}, "
          f"{'M' if x_int > c[k] else 'S'}")
print("switches, all candidates:")
for i, j, x in zip(winners, winners[1:], switches):
    print(f"{names[i]} -> {names[j]}: x = {x:.4f}")
print("phase: depth needed to appear, h minus hull of the others")
for k, name in enumerate(names):
    print(f"{name}: {needed[k]:.3f}, {hull_gap[k]:+.3f}")
print("winners above the hull:", ", ".join(unstable_winners))
print(f"congruent switch {names[left]} -> {names[right]}: x = {x_switch:.4f}")
print(f"distance of interface from it = {x_int - x_switch:.4f}")
print(f"first congruent phase: {names[first]}")
print(f"its h' = {heat_here[first]:.3f} kJ/mol "
      f"= {heat_here[first]*to_ev:.4f} eV/atom")
print(f"margin over {names[second]} = {margin:.3f} kJ/mol "
      f"= {margin*to_ev:.4f} eV/atom")
print("wrong use of heats per formula unit (kJ/mol):")
print(f"{names[left]} {wrong_heat[left]:.2f}, {names[right]} "
      f"{wrong_heat[right]:.2f}, picks {names[wrong_first]}")
print(f"assumed error of each h = {heat_error:.1f} kJ/mol")
print(f"error of switch composition = {switch_error:.4f}")
print(f"error of margin = {margin_error:.3f} kJ/mol")
print(f"probability rank holds = {probability:.3f} "
      f"(sampled {sampled_probability:.3f})")
print(f"T = {temperature:.0f} K, kT = {thermal_ev:.4f} eV")
print(f"entropy difference {entropy_difference:.1f} J/(mol K): "
      f"{entropy_term:.2f} kJ/mol")
print(f"interface difference {interface_difference:.1f} J/m2, "
      f"volume {molar_volume*1e6:.1f} cm3/mol")
print(f"in a {zone_thickness*1e9:.1f} nm zone: {interface_term:.2f} kJ/mol")
print(f"zone thickness where it equals the margin = {critical_nm:.2f} nm")
print(f"strain {misfit*100:.1f} %, modulus {biaxial_modulus/1e9:.0f} GPa: "
      f"{strain_term:.3f} kJ/mol")
print(f"best mixture of compounds at x: {mixed_heat:.3f} kJ/mol")
print("its atom shares:", ", ".join(
    f"{names[k]} {shares[k]:.3f}" for k in range(len(names))
    if shares[k] > 1e-8))
print(f"driving-force ratio {names[first]}/{names[second]} = {force_ratio:.4f}")
print(f"rate factor for {barrier_difference:.2f} eV barrier difference = "
      f"{rate_ratio:.2f}")
print(f"barrier difference that cancels force ratio = "
      f"{balancing_barrier*1e3:.2f} meV")
print("tests ok")
```

Running it gives:

```
Heats in kJ per mole of atoms; x, c = atomic fraction of S
phase: c, h, a (per mol M), b (per mol S), congruent
M3S: 0.2500, -33.0, 44.00, 132.00, no
M2S: 0.3333, -45.0, 67.50, 135.00, yes
M3S2: 0.4000, -43.0, 71.67, 107.50, no
MS: 0.5000, -43.0, 86.00, 86.00, yes
MS2: 0.6667, -30.0, 90.00, 45.00, no
interface composition x = 0.45
ranking at x: h', reacted fraction, limiting element
M3S2: -39.417, 0.9167, M
MS: -38.700, 0.9000, S
M2S: -37.125, 0.8250, M
M3S: -24.200, 0.7333, M
MS2: -20.250, 0.6750, S
switches, all candidates:
M2S -> M3S2: x = 0.3857
M3S2 -> MS: x = 0.4545
MS -> MS2: x = 0.6565
phase: depth needed to appear, h minus hull of the others
M3S: 33.750, +0.750
M2S: 35.833, -6.444
M3S2: 40.500, +1.200
MS: 35.833, -4.875
MS2: 28.667, -1.333
winners above the hull: M3S2
congruent switch M2S -> MS: x = 0.4397
distance of interface from it = 0.0103
first congruent phase: MS
its h' = -38.700 kJ/mol = -0.4011 eV/atom
margin over M2S = 1.575 kJ/mol = 0.0163 eV/atom
wrong use of heats per formula unit (kJ/mol):
M2S -111.38, MS -77.40, picks M2S
assumed error of each h = 2.0 kJ/mol
error of switch composition = 0.0158
error of margin = 2.442 kJ/mol
probability rank holds = 0.741 (sampled 0.740)
T = 600 K, kT = 0.0517 eV
entropy difference 2.0 J/(mol K): 1.08 kJ/mol
interface difference 0.5 J/m2, volume 7.0 cm3/mol
in a 2.0 nm zone: 1.75 kJ/mol
zone thickness where it equals the margin = 2.22 nm
strain 1.0 %, modulus 200 GPa: 0.126 kJ/mol
best mixture of compounds at x: -43.600 kJ/mol
its atom shares: M2S 0.300, MS 0.700
driving-force ratio MS/M2S = 1.0424
rate factor for 0.10 eV barrier difference = 6.92
barrier difference that cancels force ratio = 2.15 meV
tests ok
```
